**Many-body rank of the CCSD transformed Hamiltonian, tested on an H6 chain**

The program tests that \(\bar H=e^{-T}He^{T}\) has at most two-body terms for \(T=T_1\) and at most six-body terms for \(T=T_1+T_2\), where \(T_1\) and \(T_2\) are the singles and doubles cluster operators. It forms \(\bar H\) in the full Fock space of 12 spin orbitals and extracts every normal-ordered coefficient without using the rank argument. It asserts that a term of rank \(n\) with \(d\) quasiparticle annihilators obeys \(n+d\le6\), and that this bound is reached for each \(n\) from two to six. It also asserts the formulas for the dressed operators, the \(T_1\)-dressed integrals and the six-body coefficient, whose magnitude is \(6.99\times10^{-6}\) hartree. In the space of the reference, singles and doubles it finds the scalar and 14 operator blocks, none above three-body, and asserts that they rebuild the directly computed matrix. The scalar agrees with the CCSD energy, and one excitation energy agrees with a separate EOM-CCSD code. Without the three-body blocks, the lowest excitation energy rises from 3.96 to 4.07 eV.

## Numerical check

```python
# Result under test: for a two-body Hamiltonian H and Hbar = exp(-T) H exp(T),
#   T = T1      -> Hbar has at most two-body terms,
#   T = T1 + T2 -> Hbar has at most six-body terms, and a term of rank n with
#                  d open quasiparticle annihilators obeys n + d <= 6,
#   and only terms up to three-body act among reference, singles and doubles.
# Symbols: spin orbitals 0..5 are occupied (holes h), 6..11 virtual (particles p).
# Bit q of a determinant label is set when quasiparticle q is present, so
# label 0 is the reference. Energies are in hartree unless stated.
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, ao2mo
from pyscf.cc import eom_rccsd

M, O = 12, 6
DIM = 1 << M
ZERO_TOL = 1e-9     # rounding accumulated in sums of up to 4096 terms
states = np.arange(DIM)
pop = np.array([bin(n).count("1") for n in range(DIM)])
hartree_ev = physical_constants["Hartree energy in eV"][0]

# ---------- molecule, CCSD amplitudes, spin-orbital integrals ----------
spacing = 2.0
mol = gto.M(atom=[["H", (0, 0, spacing * k)] for k in range(6)],
            unit="Bohr", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
mycc = cc.CCSD(mf)
mycc.conv_tol = 1e-12
mycc.conv_tol_normt = 1e-9
mycc.max_cycle = 200
mycc.kernel()
assert mf.converged and mycc.converged

C = mf.mo_coeff
h_space = C.T @ mf.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), M // 2)
orb, spin = np.arange(M) // 2, np.arange(M) % 2
same = (spin[:, None] == spin[None, :]).astype(float)
h1 = h_space[np.ix_(orb, orb)] * same
coul = eri[np.ix_(orb, orb, orb, orb)].transpose(0, 2, 1, 3)
coul = coul * same[:, None, :, None] * same[None, :, None, :]
g2 = coul - coul.transpose(0, 1, 3, 2)

so, sm = orb[:O], same[:O, :O]
t1 = mycc.t1[np.ix_(so, so)] * sm
t2 = mycc.t2[np.ix_(so, so, so, so)] * sm[:, None, :, None] * sm[None, :, None, :]
t2 = t2 - t2.transpose(0, 1, 3, 2)

# ---------- second-quantized operators as sparse matrices ----------
def quasi_annihilator(q):
    n = states[((states >> q) & 1) == 1]
    sign = (-1.0) ** pop[n & ((1 << q) - 1)]
    return sparse.csr_matrix((sign, (n ^ (1 << q), n)), shape=(DIM, DIM))

b = [quasi_annihilator(q) for q in range(M)]
ann = [b[q].T.tocsr() if q < O else b[q] for q in range(M)]
cre = [x.T.tocsr() for x in ann]
pairs = [(p, q) for p in range(M) for q in range(p + 1, M)]
pair = {(p, q): ann[q] @ ann[p] for p, q in pairs}
pair_dag = {k: x.T.tocsr() for k, x in pair.items()}

def combine(terms):
    out = sparse.csr_matrix((DIM, DIM))
    for c, op in terms:
        if abs(c) > 1e-14:
            out = out + c * op
    return out

def build_operator(one, two):
    out = sparse.csr_matrix((DIM, DIM))
    for p in range(M):
        out = out + cre[p] @ combine((one[p, q], ann[q]) for q in range(M))
    if np.any(two):
        for p, q in pairs:
            if np.any(two[p, q]):
                out = out + pair_dag[p, q] @ combine(
                    (two[p, q, r, s], pair[r, s]) for r, s in pairs)
    return out

no_two = np.zeros((M,) * 4)

def tau_matrix(amplitudes):
    tau = np.zeros((M, M))
    tau[O:, :O] = amplitudes.T
    return tau

t2_as_two = np.zeros((M,) * 4)
t2_as_two[O:, O:, :O, :O] = t2.transpose(2, 3, 0, 1)
H = build_operator(h1, g2)
H_one = build_operator(h1, no_two)
T = build_operator(tau_matrix(t1), t2_as_two)
rng = np.random.default_rng(7)
t1_big = 0.3 * rng.standard_normal((O, O)) * sm
T1_big = build_operator(tau_matrix(t1_big), no_two)

# ---------- similarity transformation from its definition ----------
charge = np.zeros((2, DIM), dtype=int)
for q in range(M):
    charge[q % 2] += ((states >> q) & 1) * (1 if q >= O else -1)
label = 100 * charge[0] + charge[1]
blocks = [np.flatnonzero(label == x) for x in np.unique(label)]

def transform(op, cluster):
    full = np.zeros((DIM, DIM))
    for idx in blocks:
        x = op[idx][:, idx].toarray()
        t = cluster[idx][:, idx].toarray()
        plus, minus = np.eye(len(idx)), np.eye(len(idx))
        power = np.eye(len(idx))
        for k in range(1, 7):           # the seventh power of T is zero
            power = power @ t / k
            plus += power
            minus += (-1) ** k * power
        full[np.ix_(idx, idx)] = minus @ x @ plus
    return full

def to_normal_ordered(full):
    """Turn matrix elements, in place, into normal-ordered coefficients:
    entry [U, D] multiplies (create set U)(annihilate set D)."""
    for q in range(M):
        lo, hi = 1 << q, DIM >> (q + 1)
        v = full.reshape(hi, 2, lo, hi, 2, lo)
        s = (-1.0) ** pop[:hi]
        v[:, 1, :, :, 1, :] -= (s[:, None, None, None] * s[None, None, :, None]
                                * v[:, 0, :, :, 0, :])
    return full

groups = [np.flatnonzero(pop == k) for k in range(M + 1)]

def largest_by_lines(w):
    return np.array([[np.abs(w[np.ix_(gu, gd)]).max() for gd in groups]
                     for gu in groups])

def largest_by_rank(table):
    return np.array([max(table[2 * n - d, d] for d in range(M + 1)
                         if 0 <= 2 * n - d <= M) for n in range(M + 1)])

# ---------- dressed elementary operators ----------
X = [-1.0 * sum(combine((t2[i, k, c - O, d - O], pair_dag[c, d])
                        for c, d in pairs if c >= O) @ ann[k] for k in range(O))
     for i in range(O)]
Y = [sum(cre[O + d] @ combine((t2[k, l, a, d], pair[k, l])
                              for k, l in pairs if l < O) for d in range(O))
     for a in range(O)]

def exp_on(cluster, vec, sign):
    out, term = vec.copy(), vec
    for k in range(1, 7):
        term = sign * (cluster @ term) / k
        out = out + term
    return out

v = rng.standard_normal(DIM)
v /= np.linalg.norm(v)
ev = exp_on(T, v, 1)
dress_err = 0.0
for m in range(O):
    left = exp_on(T, ann[O + m] @ ev, -1)
    right = ann[O + m] @ v + Y[m] @ v + sum(t1[k, m] * (ann[k] @ v) for k in range(O))
    dress_err = max(dress_err, np.abs(left - right).max())
    left = exp_on(T, cre[m] @ ev, -1)
    right = cre[m] @ v + X[m] @ v - sum(t1[m, c] * (cre[O + c] @ v) for c in range(O))
    dress_err = max(dress_err, np.abs(left - right).max())
assert dress_err < 1e-10

# ---------- T1 alone: dressed integrals and rank ----------
A = np.eye(M) + tau_matrix(t1_big)
B = np.eye(M) - tau_matrix(t1_big)
h_dressed = B @ h1 @ A
g_dressed = np.einsum("pi,qj,ijkl,kr,ls->pqrs", B, B, g2, A, A, optimize=True)
H_dressed = build_operator(h_dressed, g_dressed)
t1_err = np.abs(exp_on(T1_big, H @ exp_on(T1_big, v, 1), -1) - H_dressed @ v).max()
assert t1_err < 1e-10
g_change = np.abs(g_dressed - g2).max()
assert g_change > 1e-2
rank_t1 = largest_by_rank(largest_by_lines(to_normal_ordered(transform(H, T1_big))))
assert rank_t1[3:].max() < ZERO_TOL and rank_t1[2] > 1e-2

# ---------- one-electron part of H with T1 + T2 ----------
table_one = largest_by_lines(to_normal_ordered(transform(H_one, T)))
rank_one = largest_by_rank(table_one)
assert rank_one[4:].max() < ZERO_TOL and rank_one[3] > 1e-7
for n in range(1, 4):
    for d in range(4 - n, 2 * n + 1):
        assert table_one[2 * n - d, d] < ZERO_TOL

# ---------- full Hbar of CCSD ----------
hbar = transform(H, T)
sd = [int(n) for n in states if pop[n >> O] == pop[n & 63] and pop[n >> O] <= 2]
sd.sort(key=lambda n: (pop[n], n))
sd_direct = hbar[np.ix_(sd, sd)].copy()
w = to_normal_ordered(hbar)
table = largest_by_lines(w)
rank_sd = largest_by_rank(table)
assert rank_sd[7:].max() < ZERO_TOL
for n in range(2, 7):
    assert table[2 * n - (6 - n), 6 - n] > 1e-7          # bound is reached
    for d in range(7 - n, 2 * n + 1):
        assert table[2 * n - d, d] < ZERO_TOL            # and not exceeded

e_scalar = w[0, 0] + mol.energy_nuc()
assert abs(e_scalar - mycc.e_tot) < 1e-8
res1, res2 = table[2, 0], table[4, 0]
assert max(res1, res2) < 1e-7

# ---------- six-body term from the explicit product ----------
vac = np.zeros(DIM)
vac[0] = 1.0
yy = {(a, c): Y[c] @ (Y[a] @ vac) for a in range(O) for c in range(O)}
six = np.zeros(DIM)
for i in range(O):
    for j in range(O):
        inner = sum(g2[i, j, O + a, O + c] * yy[a, c]
                    for a in range(O) for c in range(O))
        six += 0.25 * (X[i] @ (X[j] @ inner))
w6_formula, w6_direct = six[DIM - 1], w[DIM - 1, 0]
assert abs(w6_formula - w6_direct) < ZERO_TOL

# ---------- what acts in the reference-singles-doubles space ----------
odd_above = [sum((int(pop[x >> (q + 1)]) & 1) << q for q in range(M))
             for x in range(DIM)]
pc = pop.tolist()
by_rank = np.zeros((5, len(sd), len(sd)))
found = {}
for I, U in enumerate(sd):
    for J, D in enumerate(sd):
        common, mask = U & D, odd_above[U ^ D]
        S = common
        while True:
            u, d = U ^ S, D ^ S
            value = float(w[u, d])
            n = (pc[u] + pc[d]) // 2
            by_rank[n, I, J] += -value if pc[S & mask] & 1 else value
            if abs(value) > 1e-6:
                key = (n, "p" * pc[u >> O] + "h" * pc[u & 63],
                       "p" * pc[d >> O] + "h" * pc[d & 63])
                size, links = found.setdefault(key, [0.0, set()])
                found[key][0] = max(size, abs(value))
                links.add("0SD"[pc[D] // 2] + ">" + "0SD"[pc[U] // 2])
            if S == 0:
                break
            S = (S - 1) & common
expected = {(0, "", ""), (1, "", "ph"), (1, "p", "p"), (1, "h", "h"),
            (2, "", "pphh"), (2, "p", "pph"), (2, "h", "phh"), (2, "pp", "pp"),
            (2, "hh", "hh"), (2, "ph", "ph"), (2, "pph", "p"), (2, "phh", "h"),
            (3, "pphh", "ph"), (3, "pph", "pph"), (3, "phh", "phh")}
assert set(found) == expected
assert np.abs(by_rank[4]).max() < ZERO_TOL
assert np.abs(by_rank[:4].sum(0) - sd_direct).max() < ZERO_TOL
assert np.abs(by_rank[3]).max() > 1e-3

# ---------- EOM-CCSD excitation energies ----------
def excitations(matrix):
    e = np.linalg.eigvals(matrix[1:, 1:]) - w[0, 0]
    return e[np.argsort(e.real)]

exc_full = excitations(sd_direct)
exc_two = excitations(by_rank[:3].sum(0))
root = float(np.real(np.atleast_1d(eom_rccsd.EOMEETriplet(mycc).kernel(nroots=1)[0])[0]))
assert np.abs(exc_full - root).min() < 1e-5

# ---------- output ----------
print(f"H6 chain, STO-3G, spacing = {spacing:.1f} bohr")
print(f"spin orbitals: occupied {O}, virtual {M - O}; Fock space {DIM}")
print(f"E(RHF)  = {mf.e_tot:.8f} hartree")
print(f"E(CCSD) = {mycc.e_tot:.8f} hartree")
print(f"scalar part of Hbar + nuclear = {e_scalar:.8f} hartree")
print(f"largest |t1| = {np.abs(t1).max():.5f}, largest |t2| = {np.abs(t2).max():.5f}")
print(f"dressed-operator error = {dress_err:.1e}")
print(f"arbitrary T1: largest |t1| = {np.abs(t1_big).max():.3f}")
print(f"  largest change of <pq||rs> = {g_change:.4f} hartree")
print(f"  dressed-integral error = {t1_err:.1e} hartree")
print("Largest coefficient by rank (hartree):")
print(" n  H,arbitrary T1  one-el. H,T1+T2  H,T1+T2")
for n in range(1, 9):
    print(f" {n}  {rank_t1[n]:.3e}       {rank_one[n]:.3e}        {rank_sd[n]:.3e}")
print(f"largest for n = 9 to 12, H,T1+T2: {rank_sd[9:].max():.1e} hartree")
print("CCSD Hbar, largest by rank n and open annihilators d (hartree):")
for n in range(3, 7):
    print(f" n={n}: " + "  ".join(f"d={d} {table[2*n-d, d]:.1e}" for d in range(5)))
print(f"six-body coefficient, from Hbar    = {w6_direct:.8e} hartree")
print(f"six-body coefficient, from formula = {w6_formula:.8e} hartree")
print(f"vanishing blocks: (ph|0) {res1:.1e}, (pphh|0) {res2:.1e} hartree")
print(f"reference+singles+doubles determinants: {len(sd)}")
print("Blocks (created|annihilated), largest (hartree), ket>bra:")
for key in sorted(found, key=lambda k: (k[0], len(k[1]), k[1])):
    n, up, down = key
    print(f" {n}-body ({up or '0'}|{down or '0'}) {found[key][0]:.3e} "
          + " ".join(sorted(found[key][1])))
print(f"largest four-body element in this space = {np.abs(by_rank[4]).max():.1e} hartree")
print(f"lowest EOM-CCSD excitation = {exc_full[0].real:.6f} hartree"
      f" = {exc_full[0].real * hartree_ev:.4f} eV")
print(f"triplet root, independent code = {root:.6f} hartree")
print(f"lowest without three-body terms = {exc_two[0].real:.6f} hartree"
      f" = {exc_two[0].real * hartree_ev:.4f} eV")
print(f"  its imaginary part = {abs(exc_two[0].imag):.1e} hartree")
print("PASS")
```

Output:

```
H6 chain, STO-3G, spacing = 2.0 bohr
spin orbitals: occupied 6, virtual 6; Fock space 4096
E(RHF)  = -3.10585013 hartree
E(CCSD) = -3.21727720 hartree
scalar part of Hbar + nuclear = -3.21727720 hartree
largest |t1| = 0.00867, largest |t2| = 0.22576
dressed-operator error = 2.1e-17
arbitrary T1: largest |t1| = 0.755
  largest change of <pq||rs> = 0.2027 hartree
  dressed-integral error = 5.0e-16 hartree
Largest coefficient by rank (hartree):
 n  H,arbitrary T1  one-el. H,T1+T2  H,T1+T2
 1  8.495e-01       2.193e+00        9.429e-01
 2  4.904e-01       8.865e-02        4.895e-01
 3  7.994e-15       1.887e-03        2.428e-02
 4  1.243e-14       1.066e-14        4.658e-03
 5  1.776e-14       1.066e-14        1.609e-04
 6  2.931e-14       1.421e-14        6.986e-06
 7  3.175e-14       2.487e-14        4.086e-14
 8  4.219e-14       4.263e-14        5.551e-14
largest for n = 9 to 12, H,T1+T2: 1.2e-13 hartree
CCSD Hbar, largest by rank n and open annihilators d (hartree):
 n=3: d=0 9.3e-03  d=1 2.2e-02  d=2 2.1e-02  d=3 2.4e-02  d=4 5.6e-17
 n=4: d=0 4.7e-03  d=1 2.0e-03  d=2 4.0e-03  d=3 2.2e-16  d=4 1.1e-14
 n=5: d=0 4.4e-05  d=1 1.6e-04  d=2 2.0e-17  d=3 2.3e-15  d=4 2.1e-16
 n=6: d=0 7.0e-06  d=1 1.3e-18  d=2 1.9e-16  d=3 2.3e-17  d=4 3.0e-15
six-body coefficient, from Hbar    = -6.98599994e-06 hartree
six-body coefficient, from formula = -6.98599994e-06 hartree
vanishing blocks: (ph|0) 9.4e-12, (pphh|0) 3.2e-11 hartree
reference+singles+doubles determinants: 262
Blocks (created|annihilated), largest (hartree), ket>bra:
 0-body (0|0) 7.567e+00 0>0 D>D S>S
 1-body (0|ph) 5.724e-04 D>S S>0
 1-body (h|h) 6.574e-01 D>D S>S
 1-body (p|p) 9.429e-01 D>D S>S
 2-body (0|pphh) 1.071e-01 D>0
 2-body (h|phh) 8.368e-02 D>S
 2-body (p|pph) 9.215e-02 D>S
 2-body (hh|hh) 4.069e-01 D>D
 2-body (ph|ph) 4.536e-01 D>D S>S
 2-body (pp|pp) 4.895e-01 D>D
 2-body (phh|h) 7.763e-02 S>D
 2-body (pph|p) 8.094e-02 S>D
 3-body (phh|phh) 2.427e-02 D>D
 3-body (pph|pph) 2.428e-02 D>D
 3-body (pphh|ph) 2.106e-02 S>D
largest four-body element in this space = 1.1e-14 hartree
lowest EOM-CCSD excitation = 0.145463 hartree = 3.9582 eV
triplet root, independent code = 0.145463 hartree
lowest without three-body terms = 0.149528 hartree = 4.0689 eV
  its imaginary part = 0.0e+00 hartree
PASS
```
